# From Dirac-Kohn-Sham to Lévy-Leblond: spin DFT and g = 2: verification in Python

```python
"""
Result under test: for c -> infinity at fixed vector potential A, the
Dirac-Kohn-Sham equation becomes the Levy-Leblond pair
    (v + sigma.w - e) phi + sigma.pi chi = 0,   chi = sigma.pi phi / 2,
equivalent to spin DFT with the Zeeman term sigma.B/2, that is g = 2.
The leading total-energy correction is
    sum_i <chi_i| v - sigma.w - e_i |chi_i> / c^2.

Symbols (atomic units inside the program): pi = p + A, B = curl A,
phi = upper spinor, chi = c times lower spinor, v = scalar potential,
w = exchange field acting on spin, e = orbital energy, m = orbital angular
momentum of phi, spin = +1 or -1.
Model: four electrons in a plane, Gaussian well, Hartree repulsion and
two-dimensional local spin-density exchange.  In the plane beta*Sigma_z equals
spin on both components of a sector, so both feel the same potential v+spin*w.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, j0, j1

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
C0 = physical_constants["inverse fine-structure constant"][0]

# ---------- exact operator and current identities, nonuniform field ----------
x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)
vec_pot = (y * z, x**2, x * y + z)
pauli = (sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]]))


def curl(a):
    return (sp.diff(a[2], y) - sp.diff(a[1], z),
            sp.diff(a[0], z) - sp.diff(a[2], x),
            sp.diff(a[1], x) - sp.diff(a[0], y))


def momentum(j, spinor):
    return -sp.I * spinor.diff(coords[j]) + vec_pot[j] * spinor


def sigma_momentum(spinor):
    total = sp.zeros(2, 1)
    for j in range(3):
        total += pauli[j] * momentum(j, spinor)
    return total


phi = sp.Matrix([1 + x + sp.I * y * z, z**2 - sp.I * x + y])
field = curl(vec_pot)
difference = sigma_momentum(sigma_momentum(phi))
for j in range(3):
    difference -= momentum(j, momentum(j, phi)) + field[j] * pauli[j] * phi
assert all(sp.expand(entry) == 0 for entry in difference)

chi = sigma_momentum(phi) / 2
spin_density = [(phi.H * s * phi)[0] for s in pauli]
spin_curl = curl(spin_density)
for j in range(3):
    current = (phi.H * pauli[j] * chi + chi.H * pauli[j] * phi)[0]
    half = (phi.H * momentum(j, phi))[0]
    orbital = (half + sp.conjugate(half)) / 2
    assert sp.expand(current - orbital - spin_curl[j] / 2) == 0

# ---------- hydrogen 1s: correction integral against exact Dirac energy -------
rad = sp.symbols("rad", positive=True)
u = sp.symbols("u")
R1s = 2 * sp.exp(-rad)
hyd_integral = sp.integrate(
    sp.expand((sp.diff(R1s, rad) / 2)**2 * (-1 / rad + sp.Rational(1, 2))
              * rad**2), (rad, 0, sp.oo))
root_series = sp.series(sp.sqrt(1 - u), u, 0, 3).removeO()
hyd_exact = sp.expand((root_series - 1) / u).coeff(u, 1)
assert sp.simplify(hyd_integral - hyd_exact) == 0

# ---------- exchange constant of the planar gas from its exchange hole -------
hole_integral = quad(lambda t: (j1(t) / t)**2, 0, 200, limit=1000)[0]
exchange_from_hole = -4 * np.pi / np.sqrt(4 * np.pi) * hole_integral
EXCHANGE = -8 / (3 * np.sqrt(np.pi))      # energy density / n_spin^(3/2)
assert abs(exchange_from_hole / EXCHANGE - 1) < 1e-4   # finite upper limit

# ---------- model, radial grid, Hartree kernel, basis ------------------------
DEPTH_EV, WIDTH_A, ZEEMAN_EV = 300.0, 1.0, 0.5
B0 = 2 * ZEEMAN_EV / HARTREE              # Bohr magneton is 1/2
nodes, weights = np.polynomial.legendre.leggauss(240)
r_max = 6.0 / BOHR
r = 0.5 * r_max * (nodes + 1)
area = 2 * np.pi * r * 0.5 * r_max * weights
q_nodes, q_weights = np.polynomial.legendre.leggauss(300)
q = 15.0 * (q_nodes + 1)
bessel = j0(np.outer(r, q))
hartree_kernel = (bessel * (15.0 * q_weights)) @ bessel.T * area
v_ext = -DEPTH_EV / HARTREE * np.exp(-r**2 / (2 * (WIDTH_A / BOHR)**2))


def make_basis(count, scale_angstrom):
    """Planar oscillator functions and their radial derivatives."""
    s = scale_angstrom / BOHR
    t = r**2 / s**2
    tables = {}
    for a in (0, 1, 2):
        functions, slopes = [], []
        envelope = r**a * np.exp(-t / 2)
        for n in range(count):
            f = envelope * eval_genlaguerre(n, a, t)
            df = f * (a / r - r / s**2)
            if n > 0:
                df -= (envelope * eval_genlaguerre(n - 1, a + 1, t)
                       * 2 * r / s**2)
            norm = np.sqrt(np.sum(f**2 * area))
            functions.append(f / norm)
            slopes.append(df / norm)
        tables[a] = (np.array(functions), np.array(slopes))
    return tables


BASIS = make_basis(18, 0.40)


def orbital(v, m, spin, B, c, basis=BASIS, level=0, v_low=None):
    """Dirac orbital at finite c; Schroedinger-Pauli orbital at c = inf."""
    f, df = basis[abs(m)]
    count = len(f)
    pif = df - spin * (m / r + B * r / 2) * f     # radial part of sigma.pi f
    overlap = (f * area) @ f.T
    if np.isinf(c):
        kin = 0.5 * ((df * area) @ df.T + (f * area * m**2 / r**2) @ f.T)
        local = v + m * B / 2 + B**2 * r**2 / 8 + spin * B / 2
        e, vec = eigh(kin + (f * area * local) @ f.T, overlap)
        a, energy = vec[:, level], e[level]
        small = a @ pif / 2
        return {"e": energy, "n": (a @ f)**2, "kin": a @ kin @ a,
                "small": np.sum(small**2 * area),
                "first": np.sum(small**2 * (v - energy) * area)}
    lower_v = v if v_low is None else v_low
    half = 0.5 * (pif * area) @ pif.T
    lower = (pif * area * lower_v) @ pif.T / (4 * c**2) - half
    ham = np.block([[(f * area * v) @ f.T, half], [half, lower]])
    zero = np.zeros_like(half)
    metric = np.block([[overlap, zero], [zero, half / (2 * c**2)]])
    e, vec = eigh(ham, metric)
    k = count + level                         # skip negative-energy states
    small = vec[count:, k] @ pif / 2
    return {"e": e[k], "n": (vec[:count, k] @ f)**2 + small**2 / c**2,
            "small": np.sum(small**2 * area)}


OCCUPIED = [(1, 0), (-1, 0), (-1, 1), (-1, -1)]


def self_consistent(c, B=0.0, basis=BASIS, polarized=True):
    v = {1: v_ext.copy(), -1: v_ext.copy()}
    for _ in range(300):
        orbs = {(s, m): orbital(v[s], m, s, B, c, basis) for s, m in OCCUPIED}
        n = {s: sum(o["n"] for key, o in orbs.items() if key[0] == s)
             for s in (1, -1)}
        total = n[1] + n[-1]
        nx = n if polarized else {1: total / 2, -1: total / 2}
        v_h = hartree_kernel @ total
        new = {s: v_ext + v_h + 1.5 * EXCHANGE * np.sqrt(nx[s])
               for s in (1, -1)}
        residual = max(np.max(np.abs(new[s] - v[s])) for s in (1, -1))
        if residual < 1e-8:
            break
        for s in (1, -1):
            v[s] = v[s] + 0.5 * (new[s] - v[s])
    assert residual < 1e-8, "self-consistency not reached"
    energy = sum(o["e"] for o in orbs.values())
    energy -= sum(np.sum(v[s] * n[s] * area) for s in (1, -1))
    energy += np.sum((v_ext + v_h / 2) * total * area)
    energy += EXCHANGE * sum(np.sum(nx[s]**1.5 * area) for s in (1, -1))
    return {"E": energy, "orb": orbs, "v": v, "n": total, "vh": v_h}


def exchange_split(res):
    return res["orb"][(1, 0)]["e"] - res["orb"][(-1, 0)]["e"]


def spin_orbit_split(res):
    return res["orb"][(-1, -1)]["e"] - res["orb"][(-1, 1)]["e"]


def g_factor(plus, minus):
    """Total spin projection is -1, so the odd part of E is -g*B/2."""
    return -(plus["E"] - minus["E"]) / B0


# ---------- infinite-c spin DFT and checks of the model ----------------------
INF = np.inf
limit = self_consistent(INF)
limit_plus, limit_minus = self_consistent(INF, B0), self_consistent(INF, -B0)
center_direct = np.sum(limit["n"] * area / r)
assert abs(limit["vh"][0] / center_direct - 1) < 1e-4
assert abs(np.sum(limit["n"] * area) - 4) < 1e-8

empty = [orbital(limit["v"][s], m, s, 0.0, INF, level=k)["e"]
         for s, m, k in [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 2, 0),
                         (-1, 0, 1), (-1, 2, 0), (-1, -2, 0), (-1, 1, 1)]]
gap = min(empty) - max(o["e"] for o in limit["orb"].values())
assert gap > 0

other_basis = make_basis(20, 0.45)
other = self_consistent(INF, basis=other_basis)
basis_change = abs(other["E"] - limit["E"]) * HARTREE
assert basis_change < 1e-3

# ---------- Dirac-Kohn-Sham at several speeds of light -----------------------
factors = [0.25, 0.5, 1.0, 2.0, 4.0]
dks, g_values = {}, {}
for factor in factors:
    c = factor * C0
    dks[factor] = self_consistent(c)
    g_values[factor] = g_factor(self_consistent(c, B0),
                                self_consistent(c, -B0))
shift = {k: dks[k]["E"] - limit["E"] for k in factors}
so = {k: spin_orbit_split(dks[k]) for k in factors}
xs = {k: exchange_split(dks[k]) for k in factors}
xs_limit = exchange_split(limit)

# Removal of the leading 1/c^2 error must give the separately built limit.
E_extrapolated = (4 * dks[4.0]["E"] - dks[2.0]["E"]) / 3
g_extrapolated = (4 * g_values[4.0] - g_values[2.0]) / 3
assert abs(E_extrapolated - limit["E"]) < 1e-6
assert abs(g_extrapolated - 2) < 1e-6
assert abs(shift[1.0] / shift[2.0] - 4) < 0.04
assert abs((g_values[1.0] - 2) / (g_values[2.0] - 2) - 4) < 0.04
assert abs(so[1.0] / so[2.0] - 4) < 0.04
assert abs((xs[1.0] - xs_limit) / (xs[2.0] - xs_limit) - 4) < 0.04


# Leading corrections from infinite-c orbitals alone.
def first_order(res):
    return sum(o["first"] for o in res["orb"].values()) / C0**2


shift_predicted = first_order(limit)
g_change_predicted = -(first_order(limit_plus) - first_order(limit_minus)) / B0
so_predicted = (limit["orb"][(-1, -1)]["first"]
                - limit["orb"][(-1, 1)]["first"]) / C0**2
assert abs(shift[1.0] / shift_predicted - 1) < 0.01
assert abs((g_values[1.0] - 2) / g_change_predicted - 1) < 0.01
assert abs(so[1.0] / so_predicted - 1) < 0.01

# Lower-component weight against the Schroedinger kinetic energy.
kinetic = limit["orb"][(-1, 0)]["kin"]
weight_dirac = dks[1.0]["orb"][(-1, 0)]["small"] / C0**2
weight_predicted = kinetic / (2 * C0**2)
assert abs(weight_dirac / weight_predicted - 1) < 0.01

# Without spin dependence in exchange, the m = 0 pair is degenerate.
unpolarized = self_consistent(C0, polarized=False)
assert abs(exchange_split(unpolarized)) < 1e-7
assert xs_limit * HARTREE > 0.1

# Sigma.w in place of beta*Sigma.w reverses w on the lower component.
choice_change = []
for factor in (1.0, 2.0):
    c = factor * C0
    usual = orbital(limit["v"][-1], 0, -1, 0.0, c)["e"]
    changed = orbital(limit["v"][-1], 0, -1, 0.0, c,
                      v_low=limit["v"][1])["e"]
    choice_change.append(changed - usual)
assert abs(choice_change[0] / choice_change[1] - 4) < 0.04

# If A/c is the coupling and A is fixed, the Zeeman splitting falls as 1/c.
scaled_split = []
for factor in (1.0, 4.0):
    up, down = [orbital(v_ext, 0, s, B0 / factor, factor * C0)["e"]
                for s in (1, -1)]
    scaled_split.append(up - down)
assert abs(scaled_split[0] / scaled_split[1] - 4) < 0.01

# ---------- printed numbers --------------------------------------------------
rms = np.sqrt(np.sum(limit["n"] * r**2 * area) / 4) * BOHR
print(f"hartree = {HARTREE:.6f} eV")
print(f"bohr = {BOHR:.6f} angstrom")
print(f"physical c = {C0:.6f} atomic units")
print(f"well depth = {DEPTH_EV:.1f} eV")
print(f"well width a in exp(-r^2/2a^2) = {WIDTH_A:.1f} angstrom")
print(f"Zeeman input mu_B*B = {ZEEMAN_EV:.2f} eV")
print(f"hydrogen 1s coefficient of 1/c^2 = {float(hyd_integral):.4f} a.u.")
print("Infinite-c spin DFT, B = 0:")
print(f"total energy = {limit['E'] * HARTREE:.3f} eV")
print(f"total energy = {limit['E']:.5f} hartree")
print(f"rms radius = {rms:.4f} angstrom")
for s, m in OCCUPIED:
    e_ev = limit["orb"][(s, m)]["e"] * HARTREE
    print(f"orbital spin {s:+d}, m {m:+d}: energy = {e_ev:.3f} eV")
print(f"gap to lowest empty orbital = {gap * HARTREE:.3f} eV")
print(f"exchange splitting, m=0 = {xs_limit * HARTREE:.4f} eV")
print(f"energy change in second basis = {basis_change:.1e} eV")
print("Dirac-Kohn-Sham, c in units of physical c:")
for k in factors:
    print(f"c factor {k:.2f}: energy shift = {shift[k] * HARTREE:.4e} eV")
for k in factors:
    print(f"c factor {k:.2f}: g = {g_values[k]:.7f}")
for k in factors:
    print(f"c factor {k:.2f}: spin-orbit split = {so[k] * HARTREE:.4e} eV")
for k in factors:
    print(f"c factor {k:.2f}: exchange split = {xs[k] * HARTREE:.5f} eV")
print(f"extrapolated energy = {E_extrapolated * HARTREE:.3f} eV")
print(f"extrapolated g = {g_extrapolated:.7f}")
print("First-order predictions at physical c:")
print(f"energy shift = {shift_predicted * HARTREE:.4e} eV")
print(f"g - 2 = {g_change_predicted:.4e}")
print(f"spin-orbit split = {so_predicted * HARTREE:.4e} eV")
print(f"kinetic energy, spin -1, m=0 = {kinetic * HARTREE:.3f} eV")
print(f"lower weight, predicted = {weight_predicted:.4e}")
print(f"lower weight, Dirac = {weight_dirac:.4e}")
print(f"Sigma.w choice changes level by {choice_change[0] * HARTREE:.3e} eV")
print(f"A/c coupling: split at c = {scaled_split[0] * HARTREE:.4f} eV")
print(f"A/c coupling: split at 4c = {scaled_split[1] * HARTREE:.4f} eV")
print("tests ok")
```

Printed output:

```
hartree = 27.211386 eV
bohr = 0.529177 angstrom
physical c = 137.035999 atomic units
well depth = 300.0 eV
well width a in exp(-r^2/2a^2) = 1.0 angstrom
Zeeman input mu_B*B = 0.50 eV
hydrogen 1s coefficient of 1/c^2 = -0.1250 a.u.
Infinite-c spin DFT, B = 0:
total energy = -766.921 eV
total energy = -28.18384 hartree
rms radius = 0.6131 angstrom
orbital spin +1, m +0: energy = -150.295 eV
orbital spin -1, m +0: energy = -161.429 eV
orbital spin -1, m +1: energy = -133.283 eV
orbital spin -1, m -1: energy = -133.283 eV
gap to lowest empty orbital = 14.399 eV
exchange splitting, m=0 = 11.1338 eV
energy change in second basis = 6.2e-09 eV
Dirac-Kohn-Sham, c in units of physical c:
c factor 0.25: energy shift = -2.6492e-02 eV
c factor 0.50: energy shift = -6.6274e-03 eV
c factor 1.00: energy shift = -1.6571e-03 eV
c factor 2.00: energy shift = -4.1430e-04 eV
c factor 4.00: energy shift = -1.0358e-04 eV
c factor 0.25: g = 1.9990585
c factor 0.50: g = 1.9997648
c factor 1.00: g = 1.9999412
c factor 2.00: g = 1.9999853
c factor 4.00: g = 1.9999963
c factor 0.25: spin-orbit split = 1.2238e-02 eV
c factor 0.50: spin-orbit split = 3.0629e-03 eV
c factor 1.00: spin-orbit split = 7.6594e-04 eV
c factor 2.00: spin-orbit split = 1.9150e-04 eV
c factor 4.00: spin-orbit split = 4.7876e-05 eV
c factor 0.25: exchange split = 11.14071 eV
c factor 0.50: exchange split = 11.13556 eV
c factor 1.00: exchange split = 11.13427 eV
c factor 2.00: exchange split = 11.13394 eV
c factor 4.00: exchange split = 11.13386 eV
extrapolated energy = -766.921 eV
extrapolated g = 2.0000000
First-order predictions at physical c:
energy shift = -1.6572e-03 eV
g - 2 = -5.8802e-05
spin-orbit split = 7.6601e-04 eV
kinetic energy, spin -1, m=0 = 14.201 eV
lower weight, predicted = 1.3895e-05
lower weight, Dirac = 1.3895e-05
Sigma.w choice changes level by 2.018e-04 eV
A/c coupling: split at c = 1.0000 eV
A/c coupling: split at 4c = 0.2500 eV
tests ok
```
